# Why a Charged-Defect Correction Must Keep the Surface Image Energy

**Q:** I am computing a charged defect near a silicon surface with a periodic slab. Image charges are an artefact of the cell, so my finite-size correction should remove every image interaction. A good correction then gives the energy of the lone charge in bulk silicon, whatever its depth. Do you agree?

**A:** Not with the last step. The word "image" covers two things here. Periodic replicas of the defect are put there by the boundary conditions, and a single defect in a real crystal has none. A dielectric image is a way of writing the potential of the polarization charge at the surface, and a single defect near a real surface does have that. To see which terms must go, ask what energy remains when one defect sits below one surface, with no periodicity at all.

**Q:** Then compute that first. What are the assumptions?

**A:** Silicon fills $z>0$ and has a static, local, isotropic permittivity $\epsilon$. The region $z<0$ has permittivity $\epsilon_o$, equal to 1 for vacuum. The interface is flat and sharp, there are no free carriers, and a compact charge $q$ sits at depth $d$. I use Hartree atomic units in the formulas. The potential obeys

$$-\nabla\cdot(\epsilon\nabla\phi)=4\pi\rho ,$$

where $\rho$ is the defect charge without the polarization it induces.

Let $R_1$ be the distance from the charge at $z=d$, and $R_2$ the distance from the mirror point $z=-d$. Try

$$\phi_{\rm in}=\frac{q}{\epsilon R_1}+\frac{q'}{\epsilon R_2},\qquad \phi_{\rm out}=\frac{q''}{\epsilon_o R_1}.$$

Each form solves the equation in its own region, because the mirror point lies outside the silicon and the real charge lies outside the vacuum. Two conditions remain at $z=0$, where $R_1=R_2=R$. Continuity of $\phi$ gives

$$\frac{q+q'}{\epsilon}=\frac{q''}{\epsilon_o}.$$

For the other condition, $\partial_z(1/R_1)=d/R^3$ and $\partial_z(1/R_2)=-d/R^3$ at the interface, so continuity of $\epsilon\,\partial_z\phi$ gives

$$q-q'=q''.$$

Eliminating $q''$ leaves $\epsilon_o(q+q')=\epsilon(q-q')$, or

$$q'=\beta q,\qquad \beta=\frac{\epsilon-\epsilon_o}{\epsilon+\epsilon_o}.$$

Below vacuum $\beta$ is positive: the image has the same sign as the defect.

**Q:** So the energy is $qq'/(2\epsilon d)$, two charges a distance $2d$ apart?

**A:** Half of that, because the image is not an independent charge. Build the defect charge up as $\lambda\rho$, with $\lambda$ running from 0 to 1. The response is linear, so the potential at that stage is $\lambda\phi$, and the work is

$$E=\int_0^1 d\lambda\int\rho\,\lambda\phi\,d^3r=\frac12\int\rho\phi\,d^3r .$$

The first term of $\phi_{\rm in}$ gives the self-energy, which the charge also has deep in the bulk. The second gives the part due to the surface:

$$W(d)=\frac12\,q\,\frac{q'}{\epsilon\,2d}=\frac{q^2(\epsilon-\epsilon_o)}{4\epsilon(\epsilon+\epsilon_o)d}.$$

The force along increasing depth is $-dW/dd=W/d=qq'/[\epsilon(2d)^2]$. This is the Coulomb force between charge and image, without the factor one half, as it should be. It points into the crystal when $\epsilon>\epsilon_o$. Physically, the defect loses some of the screening that the missing half of the dielectric would have supplied.

**Q:** How large is it at a depth of 5 Å?

**A:** Take $q=\pm1$, $\epsilon=11.7$ as a rough value for silicon, and vacuum outside. The square of the elementary charge, which is 1 in atomic units, is 14.3996 eV Å, so

$$W=\frac{14.3996\ \text{eV Å}}{4\times11.7\times5\ \text{Å}}\times\frac{10.7}{12.7}=0.0615\ \text{eV}\times0.8425=51.8\ \text{meV},$$

or 0.0019 hartree. A direct numerical solution of the field equation for a narrow Gaussian charge gives the same value. The sign of $q$ does not matter, and a doubly charged defect has four times as much, 207 meV.

**Q:** All right, a lone defect has this energy. But my slab calculation contains replicas, a background and a second face. Where does $W$ enter the correction?

**A:** Through the target. Let $E_{\rm per}$ be the electrostatic energy of a model charge in your cell, including the slab, the vacuum and the uniform neutralizing background. Let $E_{\rm iso}$ be the energy of the same model charge in the system you want to describe. The correction to add is

$$C=E_{\rm iso}-E_{\rm per}.$$

If you want a defect below the surface of a thick crystal, $E_{\rm iso}$ must be evaluated with that surface present. Your proposal uses the infinite bulk instead:

$$C_{\rm bulk}=E_{\rm bulk}-E_{\rm per}=C-W(d),$$

because $E_{\rm iso}=E_{\rm bulk}+W$ for a compact charge that lies inside the silicon. You would remove the replicas correctly and then subtract a real energy as well.

**Q:** I would notice that. A wrong correction leaves a dependence on cell size, and I always check that.

**A:** Look at the difference again. $W(d)$ contains the depth but no cell dimension. At fixed depth the two corrections differ by the same constant in every cell. If one gives flat results, so does the other, and flatness cannot tell them apart.

**Q:** Then how can anyone decide between them without assuming the answer?

**A:** Use the uncorrected energies. Let the cell be $L\times L\times 2L$, with a slab of thickness $L$ and vacuum of thickness $L$. Keep $d$ fixed and let $L$ grow. Replicas, opposite face and background all recede or thin out, while the near surface stays where it is.

To make this precise, define the potential of a unit charge in the cell by

$$-\nabla\cdot(\epsilon\nabla G_{\rm per})=4\pi\left[\delta(\mathbf r-\mathbf r')-\frac1\Omega\right],\qquad \int_\Omega G_{\rm per}\,d^3r=0,$$

with $\Omega=2L^3$. Let $G_{\rm iso}$ be the potential for the half-space, and set $H=G_{\rm per}-G_{\rm iso}$. The delta functions cancel near the defect, and so does the response of the near surface to the defect itself. What is left in $H$ comes from sources at distances of order $L$ and from the dilute background, so it is smooth on the silicon side, right up to the surface.

For a point charge the only lengths in $H$ are $d$ and $L$, and $H$ has the dimension of inverse length. Hence $H=h(d/L)/L$ at the defect, and expanding the smooth function $h$ gives

$$E_{\rm per}(L)=E_{\rm iso}+\frac{a_1}{L}+\frac{a_2}{L^2}+\frac{a_3}{L^3}+\dots$$

A finite charge width $s$ adds a term in $1/L^3$, which fits the same series. The constant is the half-space energy, $W$ included.

**Q:** I would like to see that with numbers. How do you get $E_{\rm per}$ in a layered cell?

**A:** The permittivity depends on $z$ alone, so each in-plane wavevector $k$ can be treated separately. Use a Gaussian charge of standard deviation $s$ with normalized profile $g(z)$, and let $A=L^2$. For $k\neq0$ solve

$$-\frac{d}{dz}\left(\epsilon\frac{d\phi_k}{dz}\right)+\epsilon k^2\phi_k=4\pi g .$$

The in-plane Gaussian contributes a factor $e^{-k^2s^2/2}$ as source and another when the energy is taken, so

$$E_{\rm per}=\frac{q^2}{2A}\sum_{k\ne0}e^{-k^2s^2}\int g\,\phi_k\,dz+E_0 .$$

At $k=0$ the background matters. The displacement field obeys $D'=4\pi(q/A)\,[g-1/(2L)]$, and its constant is fixed by $\int(D/\epsilon)\,dz=0$, since the potential must be periodic. Integrating $\tfrac12\int\rho\phi$ by parts, with no boundary term because of periodicity, gives

$$E_0=\frac{A}{8\pi}\int\frac{D^2}{\epsilon}\,dz .$$

For one isolated charge there is no background, and $(1/A)\sum_k$ becomes $\int d^2k/(2\pi)^2$, with potentials that decay away from the charge.

As a stand-in for the first-principles defect I take a fixed Gaussian of width 1.2 Å at 5 Å depth. This is a continuum calculation, not a density-functional one: it tests the electrostatics and nothing about bonding. The numerical grid raises the absolute energies here and below by a little less than 0.1 meV, which nearly cancels in their differences. The uncorrected energies are:

| $L$ (Å) | Energy (meV) |
|---|---|
| 40 | 334.33 |
| 60 | 335.17 |
| 80 | 336.05 |
| 100 | 336.76 |
| 120 | 337.32 |

A fourth-degree polynomial in $1/L$ through these five values extrapolates to 341.24 meV. The four largest cells with a cubic give 341.23 meV. The same charge in infinite bulk has 289.39 meV. The difference is 51.85 meV, which is $W$. No correction and no choice of target entered this extrapolation.

**Q:** Those raw energies look converged already. They change by only 3 meV over the whole table.

**A:** They do look so, and at $L=120$ Å they are still 3.9 meV below the limit. That is mostly the slow $1/L$ tail: the leading term alone is about $-5$ meV there, and the higher terms return about 1 meV. The small size of the total finite-size error belongs to this cell shape, depth and permittivity; I have not separated it into contributions from replicas, faces and background, and it does not carry over to other shapes. With slab and lateral size at 40 Å, the error is about $-46$ meV for 20 Å of vacuum and $+116$ meV for 80 Å.

**Q:** Now apply both corrections, please.

**A:** I use a model charge of width 1.0 Å, deliberately different from the stand-in. Energies are in meV:

| $L$ (Å) | Uncorrected | Half-space target | Bulk target |
|---|---|---|---|
| 20 | 336.45 | 341.45 | 289.60 |
| 30 | 334.43 | 341.30 | 289.45 |
| 40 | 334.33 | 341.26 | 289.41 |

Both corrected columns vary by only 0.2 meV. One agrees with the extrapolated limit; the other is about 52 meV too low. In these cells the right correction is only 5 to 7 meV, so correcting to the bulk target does more damage than leaving the energies alone.

**Q:** Where does the remaining 0.2 meV come from?

**A:** From the different widths, and it can be derived. Near the defect, subtracting the equations for $G_{\rm per}$ and $G_{\rm iso}$ gives

$$-\epsilon\nabla^2H=-\frac{4\pi}{\Omega}\quad\Longrightarrow\quad\nabla^2H=\frac{4\pi}{\epsilon\Omega}.$$

Averaging a function $f$ over a Gaussian obeys a diffusion equation in $s^2$: the derivative of the average with respect to $s^2$ is half the average of $\nabla^2f$. When $\nabla^2f$ is constant, the average therefore exceeds the central value by $\tfrac12s^2\nabla^2f$. The energy contains $\tfrac12q^2H(\mathbf r,\mathbf r')$ averaged over both positions, and $H$ is symmetric in them, so the two shifts add:

$$\frac{q^2}{2}\times2\times\frac{s^2}{2}\times\frac{4\pi}{\epsilon\Omega}=\frac{2\pi q^2s^2}{\epsilon\Omega}.$$

With a model width $s_m$, the corrected energy differs from the isolated one by

$$\Delta=\frac{2\pi q^2(s^2-s_m^2)}{\epsilon\Omega}.$$

For $L=20$ Å the volume is 16,000 Å$^3$, and

$$\Delta=\frac{2\pi\times14.3996\times(1.44-1.00)}{11.7\times16000}\ \text{eV}=0.213\ \text{meV}.$$

At $L=40$ Å it is eight times smaller, 0.027 meV. The result assumes that both Gaussians lie well inside the silicon and share a centre. If the true charge is displaced from the model charge, the gradient of $H$ enters too. A first-principles calculation also needs a common reference for the potentials of the charged and neutral cells; the continuum example has that reference built in.

**Q:** My slab has two faces. If image energy is physical, should I keep both contributions?

**A:** That depends on the object you want to describe. Let the slab occupy $0<z<t$. The matching argument applies at each face, but the image made by one face must itself be reflected in the other. An odd number $2n+1$ of reflections gives images at distances $2nt+2d$ and $2(n+1)t-2d$ from the charge, with strength $\beta^{2n+1}q$. An even number $2n+2$ gives two images at distance $2(n+1)t$, with strength $\beta^{2n+2}q$. With the same factor one half as before,

$$W_{\rm slab}=\frac{q^2}{2\epsilon}\sum_{n=0}^{\infty}\left[\frac{\beta^{2n+1}}{2nt+2d}+\frac{\beta^{2n+1}}{2(n+1)t-2d}+\frac{2\beta^{2n+2}}{2(n+1)t}\right].$$

The sum converges because $|\beta|<1$. As $t\to\infty$ at fixed $d$, only the first term with $n=0$ survives, and it is $W(d)$.

For $t=20$ Å and $d=5$ Å the slab value is 131 meV, against 52 meV for the thick crystal. If you are modelling a free-standing film 2 nm thick, all 131 meV is physical within this model. If the slab merely represents a thick wafer, the excess of 80 meV is an artefact and must go. The half-space target removes it and keeps the 52 meV.

**Q:** What if the crystal is anisotropic? Can I put an average permittivity into the formula?

**A:** Not in general. Suppose the permittivity is $\epsilon_\parallel$ along the surface and $\epsilon_\perp$ normal to it, with vacuum outside. For a point charge at each $k$,

$$-\epsilon_\perp\phi_k''+\epsilon_\parallel k^2\phi_k=4\pi q\,\delta(z-d).$$

The solutions decay at the rate $\kappa=k\sqrt{\epsilon_\parallel/\epsilon_\perp}$. Write $\bar\epsilon=\sqrt{\epsilon_\parallel\epsilon_\perp}$, so that $\epsilon_\perp\kappa=\bar\epsilon k$. The jump in slope at the charge fixes the direct term, and inside the crystal

$$\phi_k=\frac{2\pi q}{\bar\epsilon k}\left[e^{-\kappa|z-d|}+r\,e^{-\kappa(z+d)}\right].$$

Outside, $\phi_k\propto e^{kz}$. Matching potential and normal displacement gives $\bar\epsilon(1-r)=1+r$, so $r=(\bar\epsilon-1)/(\bar\epsilon+1)$. The reflected part at $z=d$ then yields

$$W=\frac q2\int_0^\infty\frac{k\,dk}{2\pi}\,\frac{2\pi q\,r}{\bar\epsilon k}\,e^{-2\kappa d}
=\frac{q^2r}{2\bar\epsilon}\,\frac{1}{2d}\sqrt{\frac{\epsilon_\perp}{\epsilon_\parallel}}
=\frac{q^2}{4\epsilon_\parallel d}\,\frac{\bar\epsilon-1}{\bar\epsilon+1}.$$

The geometric mean sets the reflection, but the in-plane component stands in the denominator. For equal components the earlier formula returns. The rule for the correction is unchanged: the same tensor and the same surface belong in $E_{\rm iso}$ and $E_{\rm per}$.

**Q:** Back to silicon. Can I trust a continuum formula at 5 Å, and does a real device look like this?

**A:** The largest uncertainty I have sized within the vacuum model is the position of the dielectric surface. Moving it 1 Å nearer gives 65 meV; 1 Å farther gives 43 meV. A permittivity of 13 gives 47 meV. Uniform free carriers at $10^{17}$ cm$^{-3}$ and 300 K, treated in linear screening up to the surface, give 48 meV, measured from a bulk with the same carriers. Smoothing the permittivity with a tanh profile of length 1 Å centred on the surface, or letting the screening depend on wavevector in a model with specular reflection, changes $W$ by less than 0.5 meV. The small effect of smoothing holds for a profile symmetric in $\epsilon$ itself. An asymmetric profile also shifts the effective surface, and acts like moving it: a one-sided exponential profile of length 1 Å raises $W$ by about 15 meV if it lies inside the silicon and lowers it by about 9 meV if it lies outside, and a tanh of the same length applied to $1/\epsilon$ raises it by about 17 meV.

A device in which the silicon is covered by an oxide or a metal breaks the assumption of vacuum outside. Below a thick oxide of permittivity 3.9, $\beta=0.5$ and the repulsion falls to 31 meV. Directly below an ideal metal, $\epsilon_o\to\infty$ gives $\beta=-1$ and an attraction of 62 meV. A metal gate on a thin oxide gives a value between these two; the oxide counts as thick only when its thickness is very much larger than $d$: under a gate, 20, 50 and 100 Å of oxide give 18, 25 and 28 meV. All these values hold $d$ at 5 Å, which is very shallow on the scale of a device; under a gated oxide $W$ changes from repulsion to attraction once the depth is comparable to the oxide thickness. With a single medium filling the outside, $|W|$ falls as $1/d$ if there are no free carriers, and faster if there are. At $10^{17}$ cm$^{-3}$ their screening length is 13 nm. The formula also does not describe a neutral shallow donor, whose bound electron extends far beyond 5 Å; the ionized donor has lost that electron, and its charge is compact.

**Q:** So 52 meV is the amount by which the formation energy rises near the surface?

**A:** It is the electrostatic part of that change in this model, at fixed Fermi level relative to the local band edges. Changed bonds, strain and surface states add their own energies, which the first-principles calculation has to supply. Taken alone, with $k_BT=25.9$ meV at 300 K, $W$ multiplies the equilibrium occupation of a site at this depth, for dilute defects, by $e^{-W/k_BT}\approx0.13$ relative to a bulk site. Moving the dielectric surface 1 Å nearer or farther changes this to 0.08 or 0.19. The bulk-target correction would set that factor to one.

**Q:** Then I should rewrite my procedure: choose the real system first, compute the model charge in it without periodicity, and subtract the model charge in my cell.

**A:** Yes, and check more than flatness. For a thick crystal, extrapolate uncorrected model energies at fixed depth, with slab, vacuum and lateral size growing together, and see whether they approach your isolated target. For a free-standing film, keep the film thickness $t$ fixed as well and let the vacuum and the lateral size grow together. Expect a slow approach: a thin film screens in the plane over a length of order $\epsilon t$, which is more than 200 Å for the 2 nm film, and a fit to cells not much wider than that can miss the limit by several meV. The numerical output below contains the extrapolation for the thick crystal.

## Calculated quantities

```
INPUTS
permittivity of silicon (rough): 11.7 (no unit)
depth d: 5.0 angstrom
K = e^2/(4 pi eps0): 14.3996 eV angstrom
image charge factor: 0.8425 e
IMAGE ENERGY
W, formula: 51.85 meV
W, formula: 0.001905 hartree
W, field equation: 51.85 meV
inward force W/d: 1.037 MV/cm times e
W for charge 2: 207.38 meV
W under oxide, permittivity 3.9: 30.77 meV
W under metal: -61.54 meV
image energy in 20 angstrom slab: 131.45 meV
excess due to finite slab: 79.61 meV
SUPERCELLS, stand-in charge of width 1.2 angstrom
isolated, infinite bulk: 289.39 meV
isolated, below surface: 341.23 meV
uncorrected, L = 40 angstrom: 334.33 meV
uncorrected, L = 60 angstrom: 335.17 meV
uncorrected, L = 80 angstrom: 336.05 meV
uncorrected, L = 100 angstrom: 336.76 meV
uncorrected, L = 120 angstrom: 337.32 meV
extrapolated, five cells: 341.24 meV
extrapolated, four largest cells: 341.23 meV
extrapolated minus bulk: 51.85 meV
CORRECTIONS from model charge of width 1.0 angstrom
L = 20 angstrom, energies in meV:
  uncorrected 336.45, right 341.45, wrong 289.60
  right correction 4.99, shape remainder 0.213
L = 30 angstrom, energies in meV:
  uncorrected 334.43, right 341.30, wrong 289.45
  right correction 6.87, shape remainder 0.063
L = 40 angstrom, energies in meV:
  uncorrected 334.33, right 341.26, wrong 289.41
  right correction 6.93, shape remainder 0.027
NEGLECTED EFFECTS, value of W with each included
interface 1 angstrom nearer: 64.81 meV
interface 1 angstrom farther: 43.21 meV
smooth profile, tanh length 1 angstrom: 51.82 meV
wavevector-dependent screening: 52.19 meV
Debye length, 1e17 cm^-3, 300 K: 12.9 nm
free carriers of that density: 48.31 meV
permittivity 13 instead: 47.47 meV
kT at 300 K: 25.85 meV
Boltzmann factor exp(-W/kT): 0.135 (no unit)
```
